# Subband-energy spread from thickness fluctuations in a 2-nm oxide channel: test program

```python
# Result under test: thickness fluctuations of rms size sigma_d spread the local
# subband edge E_n of a thin film by sigma_E = 2 E_n sigma_d / (d + 2/kappa_n).
# d: mean thickness; kappa_n: inverse decay length in the barriers;
# V0: barrier height; mass: effective mass in electron masses (film and barrier).
# Hard walls correspond to 1/kappa = 0. Internal units: eV and nm.
# A two-dimensional calculation tests when the local edge acts as a potential.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq

HB = const.hbar**2 / (2 * const.m_e * const.e) * 1e18  # hbar^2/(2 m_e), eV nm^2
MASS, V0, D, SIGMA, TEMP = 0.3, 3.0, 2.0, 0.2, 300.0
KT = const.k * TEMP / const.e
BOX = 6.0  # width of the numerical box across the film, nm


def level(d, n=1, v=V0, mass=MASS):
    """Energy from the wall-matching condition."""
    k0 = np.sqrt(v * mass / HB)
    k = brentq(lambda q: q * d + 2 * np.arcsin(min(1.0, q / k0)) - n * np.pi,
               0.0, k0)
    return HB * k**2 / mass


def slope(d, n=1, v=V0, mass=MASS):
    """Derived formula for dE/dd."""
    e = level(d, n, v, mass)
    kappa = np.sqrt(mass * (v - e) / HB)
    return -2 * e / (d + 2 / kappa)


def film_overlap(d, j):
    """Integrals of products of box sine functions over |z| < d/2."""
    minus = j[:, None] - j[None, :]
    plus = j[:, None] + j[None, :]

    def part(m):
        return np.cos(m * np.pi / 2) * d * np.sinc(m * d / (2 * BOX))
    return (part(minus) - part(plus)) / BOX


def diagonal_levels(d):
    """Two lowest levels by diagonalization, without the matching condition."""
    j = np.arange(1, 121)
    kinetic = HB / MASS * (j * np.pi / BOX)**2
    h = np.diag(kinetic + V0) - V0 * film_overlap(d, j)
    return eigh(h, eigvals_only=True, subset_by_index=[0, 1])


def lateral_basis(points=96, count=20):
    phase = 2 * np.pi * np.arange(points) / points
    c = np.sqrt(2) * np.cos(np.outer(np.arange(count), phase))
    c[0] = 1.0
    return phase, c


PHASE, COS = lateral_basis()


def lateral_ground(potential, period):
    """Ground energy of in-plane motion in a given periodic potential."""
    m = np.arange(len(COS))
    h = np.diag(HB / MASS * (2 * np.pi * m / period)**2)
    h = h + (COS * potential) @ COS.T / len(PHASE)
    return eigh(h, eigvals_only=True, subset_by_index=[0, 0])[0]


def full_ground(period, rms):
    """Ground energy of the full two-dimensional film with undulating thickness."""
    j = np.arange(1, 60, 2)
    m = np.arange(len(COS))
    nj, nm = len(j), len(m)
    thickness = D + np.sqrt(2) * rms * np.cos(PHASE)
    overlaps = np.array([film_overlap(t, j) for t in thickness])
    pairs = (COS[:, None, :] * COS[None, :, :]).reshape(nm * nm, -1)
    w = pairs @ overlaps.reshape(len(PHASE), -1) / len(PHASE)
    w = w.reshape(nm, nm, nj, nj).transpose(0, 2, 1, 3).reshape(nm * nj, nm * nj)
    kinetic = HB / MASS * ((2 * np.pi * m[:, None] / period)**2
                           + (j[None, :] * np.pi / BOX)**2)
    h = np.diag(kinetic.ravel() + V0) - V0 * w
    return eigh(h, eigvals_only=True, subset_by_index=[0, 0])[0]


# Levels and thickness derivatives against direct diagonalization
step = 0.05
below, centre, above = [diagonal_levels(x) for x in (D - step, D, D + step)]
for n in (1, 2):
    assert abs(centre[n - 1] - level(D, n)) < 1e-4
    numerical = (above[n - 1] - below[n - 1]) / (2 * step)
    assert abs(numerical / slope(D, n) - 1) < 0.005

# Hard-wall limit and upper estimate
hard_e = HB * np.pi**2 / (MASS * D**2)
hard_spread = 2 * hard_e * SIGMA / D
assert abs(level(D, v=1e6) / hard_e - 1) < 0.003
assert abs(-slope(D, v=1e6) * SIGMA / hard_spread - 1) < 0.003
for barrier in (0.5, 1.0, 3.0, 10.0):
    assert -slope(D, v=barrier) * SIGMA < hard_spread

e1, e2 = level(D), level(D, 2)
spread1, spread2 = -slope(D) * SIGMA, -slope(D, 2) * SIGMA
kappa1 = np.sqrt(MASS * (V0 - e1) / HB)

# Gaussian thickness distribution
nodes, weights = np.polynomial.hermite_e.hermegauss(15)
weights = weights / weights.sum()
sampled = np.array([level(D + SIGMA * x) for x in nodes])
mean_e = weights @ sampled
gauss_spread = np.sqrt(weights @ (sampled - mean_e)**2)
curvature = (above[0] - 2 * centre[0] + below[0]) / step**2
assert abs((mean_e - e1) / (0.5 * curvature * SIGMA**2) - 1) < 0.10
assert abs(gauss_spread / spread1 - 1) < 0.10

# Thickness at which the linear spread equals the thermal energy
equal_d = brentq(lambda x: -slope(x) * SIGMA - KT, 1.0, 5.0)
equal_hard = (2 * np.pi**2 * HB * SIGMA / (MASS * KT))**(1 / 3)
edge_change = (diagonal_levels(equal_d - step)[0]
               - diagonal_levels(equal_d + step)[0]) / (2 * step)
assert abs(edge_change * SIGMA / KT - 1) < 0.005
hard_change = HB * np.pi**2 / MASS * ((equal_hard - 0.001)**-2
                                      - (equal_hard + 0.001)**-2) / 0.002
assert abs(hard_change * SIGMA / KT - 1) < 1e-4

# Density ratio against integrated Fermi occupations
e_thin, e_thick = level(D - SIGMA), level(D + SIGMA)
density_ratio = np.exp((e_thin - e_thick) / KT)
mu = e_thick - 6 * KT


def sheet_density(edge):
    offset = (edge - mu) / KT
    return quad(lambda x: 1 / (np.exp(x + offset) + 1), 0, 40)[0]


assert abs(sheet_density(e_thick) / sheet_density(e_thin) / density_ratio - 1) < 0.01

# Limits of in-plane motion in a cosine modulation
amplitude = np.sqrt(2) * spread1
short, long = 3.0, 200.0
cost = HB / MASS * (2 * np.pi / short)**2
short_energy = lateral_ground(amplitude * np.cos(PHASE), short)
assert abs(short_energy / (-amplitude**2 / (2 * cost)) - 1) < 0.01
half_quantum = 0.5 * (2 * np.pi / long) * np.sqrt(2 * HB / MASS * amplitude)
long_energy = lateral_ground(amplitude * np.cos(PHASE), long)
assert abs(long_energy - (-amplitude + half_quantum)) < 1e-4
crossover = 2 * np.pi * np.sqrt(HB / (MASS * amplitude))

# Full two-dimensional film against motion in the local subband edge
flat = full_ground(20.0, 0.0)
assert abs(flat - e1) < 3e-4
local_edge = np.array([level(D + np.sqrt(2) * SIGMA * np.cos(p)) for p in PHASE])
floor = local_edge.min() - e1
periods = (5.0, 10.0, 20.0, 40.0)
full = np.array([full_ground(p, SIGMA) - flat for p in periods])
local = np.array([lateral_ground(local_edge, p) - e1 for p in periods])
assert np.all(np.diff(full) < 0)
assert np.all(full > floor)
assert np.all(np.abs(full[2:] - local[2:]) < 0.0015)

print(f"effective mass: {MASS:.2f} electron masses")
print(f"barrier height: {V0:.2f} eV")
print(f"mean thickness: {D:.2f} nm")
print(f"rms thickness fluctuation: {SIGMA:.2f} nm")
print(f"temperature: {TEMP:.0f} K")
print(f"hbar^2/(2 m_e): {HB:.6f} eV nm^2")
print(f"thermal energy: {1e3*KT:.2f} meV")
print(f"hard-wall E1: {1e3*hard_e:.1f} meV")
print(f"hard-wall linear rms spread: {1e3*hard_spread:.1f} meV")
print(f"hard-wall spread / thermal energy: {hard_spread/KT:.2f}")
print(f"finite-barrier E1: {1e3*e1:.1f} meV")
print(f"wave number k1 in film: {np.sqrt(MASS*e1/HB):.4f} nm^-1")
print(f"decay constant kappa1: {kappa1:.4f} nm^-1")
print(f"decay length 1/kappa1: {1/kappa1:.4f} nm")
print(f"effective width d + 2/kappa1: {D+2/kappa1:.4f} nm")
print(f"slope dE1/dd: {1e3*slope(D):.1f} meV/nm")
print(f"finite-barrier linear rms spread: {1e3*spread1:.1f} meV")
print(f"finite-barrier spread / thermal energy: {spread1/KT:.2f}")
print(f"finite-barrier E2: {1e3*e2:.1f} meV")
print(f"subband spacing E2 - E1: {1e3*(e2-e1):.1f} meV")
print(f"second-subband linear rms spread: {1e3*spread2:.1f} meV")
print(f"Gaussian mean shift of E1: {1e3*(mean_e-e1):.2f} meV")
print(f"Gaussian rms spread of E1: {1e3*gauss_spread:.1f} meV")
print(f"Gaussian spread / thermal energy: {gauss_spread/KT:.2f}")
print(f"E1 at d - sigma_d: {1e3*e_thin:.1f} meV")
print(f"E1 at d + sigma_d: {1e3*e_thick:.1f} meV")
print(f"thick/thin sheet-density ratio: {density_ratio:.1f}")
print(f"thickness of equality, finite barrier: {equal_d:.2f} nm")
print(f"thickness of equality, hard walls: {equal_hard:.2f} nm")
for mass in (0.2, 0.4):
    value = -slope(D, mass=mass) * SIGMA
    print(f"mass {mass:.1f}, barrier {V0:.0f} eV: spread {1e3*value:.1f} meV, "
          f"ratio to kT {value/KT:.2f}")
for barrier in (1.0, 5.0):
    value = -slope(D, v=barrier) * SIGMA
    print(f"mass {MASS:.1f}, barrier {barrier:.0f} eV: spread {1e3*value:.1f} meV, "
          f"ratio to kT {value/KT:.2f}")
print(f"linear edge-modulation amplitude W: {1e3*amplitude:.1f} meV")
print(f"lateral crossover period: {crossover:.1f} nm")
print(f"lowest local edge relative to flat film: {1e3*floor:.1f} meV")
for period, f, a in zip(periods, full, local):
    print(f"period {period:.0f} nm, ground shift: full 2D {1e3*f:.1f} meV, "
          f"local edge {1e3*a:.1f} meV")
print("finished without a failed check")
```

Output:

```
effective mass: 0.30 electron masses
barrier height: 3.00 eV
mean thickness: 2.00 nm
rms thickness fluctuation: 0.20 nm
temperature: 300 K
hbar^2/(2 m_e): 0.038100 eV nm^2
thermal energy: 25.85 meV
hard-wall E1: 313.4 meV
hard-wall linear rms spread: 62.7 meV
hard-wall spread / thermal energy: 2.42
finite-barrier E1: 214.6 meV
wave number k1 in film: 1.3000 nm^-1
decay constant kappa1: 4.6832 nm^-1
decay length 1/kappa1: 0.2135 nm
effective width d + 2/kappa1: 2.4271 nm
slope dE1/dd: -176.9 meV/nm
finite-barrier linear rms spread: 35.4 meV
finite-barrier spread / thermal energy: 1.37
finite-barrier E2: 846.4 meV
subband spacing E2 - E1: 631.8 meV
second-subband linear rms spread: 136.2 meV
Gaussian mean shift of E1: 4.50 meV
Gaussian rms spread of E1: 37.5 meV
Gaussian spread / thermal energy: 1.45
E1 at d - sigma_d: 254.9 meV
E1 at d + sigma_d: 183.2 meV
thick/thin sheet-density ratio: 16.0
thickness of equality, finite barrier: 2.27 nm
thickness of equality, hard walls: 2.69 nm
mass 0.2, barrier 3 eV: spread 47.1 meV, ratio to kT 1.82
mass 0.4, barrier 3 eV: spread 28.5 meV, ratio to kT 1.10
mass 0.3, barrier 1 eV: spread 24.1 meV, ratio to kT 0.93
mass 0.3, barrier 5 eV: spread 40.0 meV, ratio to kT 1.55
linear edge-modulation amplitude W: 50.0 meV
lateral crossover period: 10.0 nm
lowest local edge relative to flat film: -42.5 meV
period 5 nm, ground shift: full 2D -1.0 meV, local edge -1.8 meV
period 10 nm, ground shift: full 2D -14.2 meV, local edge -14.4 meV
period 20 nm, ground shift: full 2D -27.6 meV, local edge -27.6 meV
period 40 nm, ground shift: full 2D -35.0 meV, local edge -35.0 meV
finished without a failed check
```
